# Comment on the claim that ionization energy is a bulk constant

**The argument under comment**

The argument concerns band diagrams for crystalline dielectrics and has three steps. First, the valence edge $E_v$ is an eigenvalue of the infinite crystal, so no surface can alter it. Second, the vacuum level is the energy of an electron at rest outside the crystal, and empty space is the same in front of every face. Third, if the two levels were separated by different amounts at two faces, an electron could be removed through one face and returned through the other at a net gain of energy. The argument concludes that each crystal has one ionization energy, to be tabulated once and used to align its bands with those of any neighbour.

The first step is sound if it means that the valence edge has a fixed position relative to the potential inside the bulk. The second step fails, and the third rests on it. To see why, one must ask what fixes the potential inside a crystal relative to the vacuum outside.

**What has to be compared**

Let $I_n$ be the energy from the bulk valence edge to the vacuum level just outside a surface with normal $\mathbf n$. "Just outside" means many lattice spacings from the surface, but a distance small compared with the width of the facet. I take a neutral surface and flat bands beneath it. Band bending would require $E_v$ to be taken at the surface end of the bent region.

Let $\bar U$ be the electron's electrostatic potential energy averaged over the bulk, and $U_{\rm vac}$ its value just outside. Adding and subtracting $\bar U$ gives

$$
I_n=U_{\rm vac}-E_v=D_n-(E_v-\bar U),\qquad D_n=U_{\rm vac}-\bar U .
$$

The bracket is a bulk quantity. The question is whether $D_n$ is one too.

**The potential step of an ideal surface**

Build the half-crystal from identical neutral units without a dipole moment along the surface normal, one per surface cell of area $A$ in each layer. With layer spacing $h$, the volume of a unit is $\Omega=Ah$. Take $z$ along the outward normal, and let $\lambda(z)$ be the charge of one unit per length along $z$. The planar-averaged potential $\phi_1$ of one layer obeys

$$
\phi_1''(z)=-\frac{\lambda(z)}{\varepsilon_0A},\qquad \int\lambda\,dz=0,\qquad \int z\lambda\,dz=0 .
$$

The first condition makes the field vanish on both sides of the layer; the second makes the potentials on the two sides equal. Both can therefore be set to zero. Two integrations by parts, whose boundary terms vanish for this reason, give

$$
\int\phi_1\,dz=-\int z\phi_1'\,dz=\frac12\int z^2\phi_1''\,dz
=-\frac{Q_{nn}}{2\varepsilon_0A},
$$

$$
Q_{nn}=\int z^2\lambda\,dz=\int(\mathbf n\cdot\mathbf r)^2\rho(\mathbf r)\,d^3r .
$$

Deep inside the stack, the potential is the sum of $\phi_1$ displaced by all multiples of $h$. Its average over one period is the integral of a single $\phi_1$ divided by $h$:

$$
\bar\phi=\frac1h\int\phi_1\,dz=-\frac{Q_{nn}}{2\varepsilon_0\Omega}.
$$

The vacuum is at zero and an electron has energy $-e\phi$, with $e>0$. Hence

$$
D_n^{\rm ideal}=0-(-e\bar\phi)=-\frac{e\,Q_{nn}}{2\varepsilon_0\Omega}. \tag{1}
$$

Negative charge far from the centre of the unit makes $Q_{nn}$ negative and raises the vacuum level relative to the interior.

The unit in (1) must tile the actual surface. If each unit had a dipole $m$ along $\mathbf n$, every layer would add a potential step $m/(\varepsilon_0A)$. The total would grow with thickness, and no $D_n$ would exist until other charge compensated the dipoles. Such polar stacks are excluded here.

A spherical charge cloud has $\int z^2\rho\,d^3r=\frac13\int r^2\rho\,d^3r$ for every normal. A crystal of rigid, neutral, spherical atoms therefore has the same ideal step on all its faces. Rigid spherical ions in rock salt also give equal steps on (100) and (110), because each plane is neutral and its ion centres lie at $z=0$. The ideal step is thus not bound to differ between any two faces. Whether it does depends on where the ion planes lie.

**Fluorite: one bulk, two steps**

In the fluorite structure, with cubic lattice constant $a$, a formula unit has a cation of charge $+2e$ at the origin and two anions of charge $-e$. The unit volume is $\Omega=a^3/4$.

On (110), choose the anions at $\frac a4(1,-1,\pm1)$. Their projection on $(1,1,0)/\sqrt2$ is zero. Each plane is neutral, and the ion positions contribute nothing to $Q_{nn}$.

On (111), choose them at $\pm\frac a4(1,1,-1)$. Their projections on $(1,1,1)/\sqrt3$ are $\pm d$, with

$$
d=\frac{a}{4\sqrt3}.
$$

Each layer is now an anion–cation–anion sandwich. The positions contribute $-2ed^2$ to $Q_{nn}$, while the clouds contribute the same amount as on (110). Equation (1) then gives

$$
D_{111}^{\rm ideal}-D_{110}^{\rm ideal}
=-\frac{e(-2ed^2)}{2\varepsilon_0\Omega}
=\frac{e^2d^2}{\varepsilon_0\Omega}. \tag{2}
$$

For $a=0.546$ nm, $d=0.07881$ nm and $\Omega=0.04069$ nm³. With $e/\varepsilon_0=18.095$ V nm,

$$
\frac{18.095\times(0.07881)^2}{0.04069}\ {\rm eV}=2.76\ {\rm eV}.
$$

The interior is the same crystal in both cases. The second step of the argument has already failed for rigid ions on ideal surfaces.

**Termination and added dipoles**

Suppose the surface gains a dipole $p$ per cell, positive when its positive end points outward. Let $\rho_s(z)$ be the added charge per volume, averaged over the plane, and $\phi_s$ its potential. The added charge is neutral, so $\phi_s'$ vanishes on both sides, and

$$
\phi_s^{\rm out}-\phi_s^{\rm in}=\int\phi_s'\,dz=-\int z\phi_s''\,dz
=\frac1{\varepsilon_0}\int z\rho_s\,dz=\frac{p}{\varepsilon_0A}.
$$

Multiplication by $-e$ gives the change of the electron step:

$$
\Delta D=-\frac{e\,p}{\varepsilon_0A}. \tag{3}
$$

A positive outer end lowers the ionization energy.

Equations (1) and (3) can be compared on a single orientation. The (111) layer spacing is $h=a/\sqrt3=4d$. Take a different neutral unit, with its anions at $\pm3d$. Stacking these units gives the same bulk, since the shift from $-3d$ to $d$ is one layer spacing. At the surface, however, the outermost anion plane now lies at $3d$ above the last cation plane instead of at $d$. By (1), the step rises by

$$
\frac{e^2(9-1)d^2}{\varepsilon_0\Omega}=\frac{8e^2d^2}{\varepsilon_0\Omega}.
$$

By (3), moving a charge $-e$ outward by $2d$ adds $p=-2ed$ and raises the step by $2e^2d/(\varepsilon_0A)$. Since $\Omega=4dA$, the two results agree. This termination is artificial, but it shows that naming the crystal and the orientation is still not enough: the termination must be named as well.

**Electronic polarization does not remove the difference**

Rigid ions leave out the response of the electrons, which changes the step at each face. Let ion $i$ have polarizability volume $\alpha_i$ and dipole

$$
\mathbf p_i=4\pi\varepsilon_0\alpha_i\mathbf E_i ,
$$

where $\mathbf E_i$ is the field at its centre from all other ions and dipoles. These equations are solved together for a slab. In the infinite crystal, the cube of anions around a cation and the tetrahedron of cations around an anion reflect site symmetries that allow no field at the ion centre, so the dipoles vanish there. At an ideal surface, the field that starts the response is minus the field of the removed half-crystal. Since that half consists of neutral, dipole-free layers, its field decays exponentially with distance from the cut. The response is a surface dipole, and it enters through (3).

It might seem enough to divide (2) by the optical permittivity. The example uses polarizability volumes of 0.0005 nm³ for the cation and 0.0010 nm³ for each anion. With $x=4\pi\sum_i\alpha_i/(3\Omega)$, summed over the formula unit, the Clausius–Mossotti relation gives

$$
\varepsilon_{\rm opt}=\frac{1+2x}{1-x}=2.04 .
$$

The interiors of the (110) and (111) slabs, placed in a uniform field, both respond with this same value. Division would leave $2.76/2.04=1.35$ eV. The full solution instead gives outward dipoles, summed over one surface region, of 0.00434 $e$ nm per cell on (110) and 0.00857 $e$ nm on (111). The cell areas are 0.2108 and 0.1291 nm², so (3) gives

$$
\Delta D_{110}=-\frac{18.095\times0.00434}{0.2108}\ {\rm eV}=-0.37\ {\rm eV},
$$

$$
\Delta D_{111}=-\frac{18.095\times0.00857}{0.1291}\ {\rm eV}=-1.20\ {\rm eV}.
$$

The remaining difference is $2.76-1.20+0.37=1.93$ eV. Bulk screening of a uniform field is not a substitute for the response at a cut surface.

**The ionization energies**

The valence band is modelled with one orbital per anion. The anions form a simple cubic lattice of spacing $a/2$. For a hopping energy $t=0.20$ eV between nearest anions, the band contribution is

$$
2t\left[\cos\frac{k_xa}{2}+\cos\frac{k_ya}{2}+\cos\frac{k_za}{2}\right],
$$

with maximum $6t=1.20$ eV at $\mathbf k=0$. The anion level is set to $-1.00$ eV; this round effective value includes the polarization energy of the hole. The other ions give a potential of 10.336 V at an anion centre when the mean bulk potential is zero. Therefore

$$
E_v-\bar U=-1.00-10.336+1.20=-10.136\ {\rm eV}.
$$

The ion clouds are Gaussians of standard deviation 0.040 nm for the cation and 0.050 nm for the anions. A Gaussian of charge $q$ and width $\sigma$ contributes $q\sigma^2$ to $Q_{nn}$, so (1) gives a common cloud step

$$
-\frac{18.095\,[2(0.040)^2-2(0.050)^2]}{2\times0.04069}\ {\rm eV}=0.40\ {\rm eV}.
$$

Thus the ideal steps are 0.400 eV on (110) and 3.162 eV on (111). Direct integration of the planar charge of the slabs gives the same two values. With polarization included,

$$
I_{110}=0.027+10.136=10.16\ {\rm eV},
$$

$$
I_{111}=1.960+10.136=12.10\ {\rm eV}.
$$

The facet difference is 1.93 eV, or $3.10\times10^{-19}$ J.

The cloud term also shows why $D_n$ should not be read as an observable by itself. As long as clouds on different ions do not overlap, changing their widths leaves the potential at one ion due to the others unchanged relative to vacuum. It changes $\bar U$, and with it $D_n$ and the bulk bracket, by equal amounts. These cancel in $I_n$.

The valence edge was also found by diagonalizing the Hamiltonian of 40-layer slabs, with every site energy measured from vacuum. The bulk-like edges lie 10.166 eV below vacuum for (110) and 12.097 eV for (111). Near the band maximum the energy falls as $t(ka/2)^2$. The longest standing wave in a slab of thickness $L$ has $k\simeq\pi/L$, giving confinement scales of 0.0025 and 0.0009 eV. The slab edges lie below the bulk maximum by 0.0036 and 0.0014 eV, about one and a half times these scales.

Each slab also has a state above its bulk-like edge, by 0.035 eV on (110) and 0.011 eV on (111). Since these energies exceed the bulk band maximum, no propagating bulk wave can match them; the states decay into the crystal. They are surface states of this model, which gives every anion the same level. In a real crystal the polarization energy of a hole is smaller near the surface; this lowers the outer anion levels and may remove such states. Where they exist, their distance from vacuum is not $I_n$ as defined here.

To change the termination at fixed orientation and fixed ion positions, place charges $-0.2e$ and $+0.2e$ above each outer anion of (111), the negative one 0.20 nm above the anion and the positive one 0.02 nm farther out. The bare dipole is 0.004 $e$ nm per cell, and (3) gives $-0.56$ eV. The altered polarization of the crystal brings the total change to $-0.61$ eV, so the ionization energy becomes 11.49 eV. The polarization part depends on the height of the pair: the total is $-0.70$ eV at 0.15 nm and $-0.57$ eV at 0.30 nm.

**Where the energy-cycle objection goes wrong**

The third step of the argument assumes that an electron can be carried from one face to the other, outside the crystal, without work. Suppose the bands inside are flat. Removing an electron through (111) costs $I_{111}$, and returning it through (110) releases $I_{110}$. Conservation of energy requires

$$
I_{111}+\left(U_{\rm vac}^{110}-U_{\rm vac}^{111}\right)-I_{110}=0 .
$$

The local vacuum level above (111) is therefore higher by 1.93 eV. On the way from (111) to (110), the field outside does 1.93 eV of work on the electron, which exactly repays the higher cost of removal. In the reverse cycle, the same work must be supplied to carry the electron to (111). Neither direction yields a gain.

A simple grain shows the size of this field. Let a neutral sphere of radius $R=50$ nm have two hemispheres, one with each ionization energy. Relative to a distant point, the potentials just outside are $\pm V_0$, where $V_0=1.933/2$ V. The solution of Laplace's equation on the axis at distance $r>R$ is the Poisson integral

$$
\phi(r)=\frac{V_0R(r^2-R^2)}2
\left[\int_0^1-\int_{-1}^0\right]
\frac{d\mu}{(r^2+R^2-2rR\mu)^{3/2}} .
$$

An antiderivative of the integrand is $(r^2+R^2-2rR\mu)^{-1/2}/(rR)$. With $s=\sqrt{r^2+R^2}$, the limits give

$$
\phi(r)=\frac{V_0(r^2-R^2)}{2r}
\left[\frac1{r-R}+\frac1{r+R}-\frac2s\right].
$$

The first two fractions add to $2r/(r^2-R^2)$, so

$$
\phi(r)=V_0\left[1-\frac{r^2-R^2}{r\sqrt{r^2+R^2}}\right].
$$

One nanometre above the two poles, the local vacuum levels still differ by 1.88 eV. For $r\gg R$, $\phi\simeq3V_0R^2/(2r^2)$; at 1000 nm from the centre the difference has fallen to 0.007 eV. There is one common vacuum level, but it is far away.

Using the far level does not restore a bulk constant. Because the grain is neutral, the average potential over a sphere just outside it equals the far value. Apart from the charging energy of the removed electron, the energy from $E_v$ to infinity is therefore the area average of the two ionization energies, 11.13 eV here. Other proportions of the two facets would give another number.

At a pole, the derivative of the vanishing factor $r^2-R^2$ gives the field

$$
E=\frac{\sqrt2\,V_0}{R}=0.27\ {\rm MV/cm}.
$$

It requires a surface charge $\varepsilon_0E$, or $1.5\times10^{11}$ elementary charges per cm² at the pole; the required charge density grows toward the line where the hemispheres meet. Dopants, defects or mobile carriers may supply it. Each hemisphere needs some 50 to 70 elementary charges, about $2\times10^{17}$ per cm³ even if drawn from its whole volume, so flat bands require a carrier or defect density well above this, which a clean wide-gap insulator does not have. Without such charge, part of the potential difference appears inside the grain and the flat-band assumption fails; for a uniform dielectric of permittivity 7 with no free charge, the difference 1 nm above the poles is 1.41 eV instead of 1.88 eV. The local definition of $I_n$ then still applies, with $E_v$ taken beneath the facet in question.

**What follows for band alignment and defects**

Let dielectric A meet material B. Inside the junction,

$$
E_v^A-E_v^B=(E_v-\bar U)_A-(E_v-\bar U)_B+(\bar U_A-\bar U_B)_{\rm junction}.
$$

Aligning the vacuum levels of two free surfaces replaces the last term by $D_B-D_A$. This assumes that the interface dipole equals the difference between two free-surface dipoles, although neither free surface is present in the junction. With the data for B held fixed, using (110) instead of (111) data for the present dielectric moves the predicted valence offset by 1.93 eV. The band gap is a bulk quantity, so the electron affinity and the predicted conduction offset move by the same amount.

A defect deep in the bulk keeps its level relative to $E_v$ when the facet changes, because both feel the same shift of the interior potential. Its depth below vacuum changes with $I_n$. A defect energy quoted from vacuum therefore needs the same surface label as an ionization energy.

**How the model relates to a real dielectric**

The lattice constant, ionic charges and optical permittivity near 2 are rough typical values for calcium fluoride, which can be grown as an epitaxial insulator. Its static permittivity, roughly 7, is not that of a low-k material. The chosen anion level sets the absolute scale of the ionization energies, so those values are not predictions. The facet difference does not depend on that level, but it does depend on ideal ion positions and full ionic charge. Moving the outer anion plane of (111) inward by 0.002 nm lowers $I_{111}$ by 0.14 eV. On (110) the outermost plane contains both ions, and they can separate. If its cations sink 0.005 nm below its anions, (3) gives a bare rise of $18.095\times2\times0.005/0.2108=0.86$ eV in $I_{110}$, before the electrons respond; their response reduces the rise to about 0.53 eV. A displacement of this size and direction would thus remove a little over a quarter of the facet difference, and the opposite displacement would enlarge it. The value 1.93 eV belongs to the ideal ion positions and is not an estimate for real calcium fluoride. Ionic charges smaller by 5 % would reduce the facet difference by 0.10 eV. Thermal expansion of $2\times10^{-5}$ per K over 200 K changes the ideal difference (2) by only $-0.01$ eV. Real processed surfaces also break the assumption of a clean, regular termination. The modest adlayer above moved the result by 0.61 eV, though actual adsorbates, steps and surface defects may do more or less. The numerical output below lists the separate contributions.

**Recommendation**

The claim of a single bulk ionization energy should be withdrawn. The tabulated quantity should name the orientation, termination and surface preparation. The offset calculation should use the potential step of the actual interface, found from a calculation or measurement of that interface.

## Table of computed values

```
lattice constant = 0.546 nm; formula-unit volume = 0.04069 nm^3
e/eps0 = 18.0951 V nm
ion charges: cation +2, anion -1 e
cloud widths: cation 0.040, anion 0.050 nm
polarizability volumes: cation 0.0005, anion 0.0010 nm^3
anion level = -1.00 eV; hopping = 0.20 eV
optical permittivity, Clausius-Mossotti = 2.0395
optical permittivity, slabs (110), (111) = 2.0395, 2.0395
bulk potential at anion from other ions, zero-mean reference = 10.3355 V
bulk term E_v - U_mean = -10.1355 eV
(111) anion-cation plane distance = 0.07881 nm
ideal step difference (111)-(110) = 2.7618 eV
(110): surface cell area = 0.21080 nm^2
(110): ideal step, formula = 0.4002 eV; integrated = 0.4002 eV
(110): induced outward dipole = 0.00434 e nm per cell
(110): induced part = -0.3729 eV; adlayer part = -0.0000 eV
(110): total step D = 0.0273 eV
(110): I, formula = 10.163 eV; slab = 10.166 eV
(110): highest slab state above bulk-like edge = 0.035 eV
(111): surface cell area = 0.12909 nm^2
(111): ideal step, formula = 3.1620 eV; integrated = 3.1620 eV
(111): induced outward dipole = 0.00857 e nm per cell
(111): induced part = -1.2017 eV; adlayer part = -0.0000 eV
(111): total step D = 1.9603 eV
(111): I, formula = 12.096 eV; slab = 12.097 eV
(111): highest slab state above bulk-like edge = 0.011 eV
(111)+adlayer: surface cell area = 0.12909 nm^2
(111)+adlayer: ideal step, formula = 3.1620 eV; integrated = 3.1620 eV
(111)+adlayer: induced outward dipole = 0.00890 e nm per cell
(111)+adlayer: induced part = -1.2472 eV; adlayer part = -0.5607 eV
(111)+adlayer: total step D = 1.3541 eV
(111)+adlayer: I, formula = 11.490 eV; slab = 11.491 eV
(111)+adlayer: highest slab state above bulk-like edge = 0.015 eV
slab confinement scale (110), (111) = 0.0025, 0.0009 eV
adlayer bare dipole = 0.0040 e nm per cell
I(111) - I(110) = 1.933 eV = 3.097 x 1e-19 J
I change caused by adlayer, with response = -0.606 eV
neglected: outer anion plane 0.002 nm inward changes I(111) by -0.143 eV
neglected: 5 % smaller ionic charges change the facet difference by -0.097 eV
neglected: expansion 2e-5 per K over 200 K changes the ideal difference by -0.0110 eV
grain radius = 50 nm
local vacuum difference 1 nm above opposite poles = 1.879 eV
same difference 1000 nm from the centre = 0.0072 eV
fringing field at a pole = 0.273 MV/cm
charge sustaining that field = 1.51e+11 e/cm^2
```
